# Lorenz ratio of one heated lead in inelastic cotunnelling, part 2

A metallic island deep in Coulomb blockade is joined to leads \(L\) and \(R\) by tunnel junctions of conductance \(G_L,G_R\). Transport is by cotunnelling: two hops joined through a virtual state. Lead \(L\) is at \(T_L=T+\delta T\); the island and \(R\) are at \(T\). With \(J\) the heat current leaving \(L\), \(\kappa=dJ/dT_L\) at \(T_L=T\), and \(G\) the linear conductance from \(L\) to \(R\), we seek \(L_{\rm hot}=\kappa/(GT)\). The result to be derived is

\[
\frac{L_{\rm hot}}{L_0}=\frac95+\frac65\,\frac{G_L}{G_R},
\tag{1}
\]

where \(L_0=\pi^2k^2/(3e^2)\) is the Wiedemann-Franz value.

Units are \(\hbar=e=k=1\); energies are measured from the common chemical potential. \(f,f_L\) are Fermi functions at \(T,T_L\), and \(n\) is the Bose function at \(T\). A metal gives up energy \(\omega\) through one pair of states with weight \(\omega n(\omega)\) and absorbs it with weight \(\omega[1+n(\omega)]\).

Adding or removing an island electron costs \(E_+\) or \(E_-\), both \(\gg T\); \(S=1/E_++1/E_-\). Electrons hop from lead orbital 1 to island orbital 2 and from island orbital 3 to lead orbital 4, with elements \(t\) and \(x=\varepsilon_1-\varepsilon_2=\varepsilon_4-\varepsilon_3\):

\[
M=-t_{21}t_{43}\left[\frac1{E_+-x}+\frac1{E_-+x}\right].
\tag{4}
\]

Junction \(i\) has \(G_i=2\pi w_i\), where \(w_i\) is the mean \(|t|^2\) times both densities of states, summed over spin; \(\alpha_i=hG_i/(4\pi^2e^2)\).

Lead-to-lead events have rate prefactor \(A_{LR}=G_LG_RS^2/(2\pi)\); same-lead events, with both hops across junction \(L\), have \(A_{LL}=(G_L/G_R)A_{LR}\). The net electron flow from \(L\) to \(R\) per unit energy in \(L\), and the conductance, are

\[
A_{LR}\,\tfrac12(\varepsilon^2+\pi^2T^2)(f_L-f),\qquad
G=\frac{2\pi^2}{3}A_{LR}T^2 .
\tag{20}
\]

The conductance was first obtained, for a small potential \(V\) between the leads, as

\[
G=\frac{A_{LR}}2\left(\frac{\pi^2T^2}{3}+\pi^2T^2\right)
=\frac{2\pi^2}{3}A_{LR}T^2
=\frac{\pi}{3}G_LG_RS^2T^2 .
\tag{19}
\]

Standard integrals:

\[
\int_0^\infty\!\frac{y\,dy}{e^y-1}=\frac{\pi^2}{6},\quad
\int_0^\infty\!\frac{y\,dy}{e^y+1}=\frac{\pi^2}{12},
\]
\[
\int_0^\infty\!\frac{y^3dy}{e^y-1}=\frac{\pi^4}{15},\quad
\int_0^\infty\!\frac{y^3dy}{e^y+1}=\frac{7\pi^4}{120}.
\tag{13}
\]

The example has junctions of 100 kΩ and 50 kΩ, \(T=0.10\) K and, at the symmetric gate point, \(E_+=E_-=E=5.0\times10^{-4}\) eV, so \(kT/E=0.01723\) and \(G\approx1.02\times10^{-9}\) S. The puzzle posed at the start was that warming the lead behind the 100 kΩ junction gives \(2.40\,L_0\), and warming the other gives \(4.20\,L_0\), with the same \(G\).

## 10. Heat carried by lead-to-lead events

An electron that leaves \(L\) at energy \(\varepsilon\), measured from the chemical potential, removes the heat \(\varepsilon\). One that arrives there deposits it. The heat current out of \(L\) is therefore the flow in (20) multiplied by \(\varepsilon\):

\[
J_{LR}=\frac{A_{LR}}2\int d\varepsilon\,(\varepsilon^3+\pi^2T^2\varepsilon)(f_L-f).
\tag{21}
\]

To evaluate it, subtract the same zero-temperature step from \(f_L\) and from \(f\). What remains of each is odd, and its product with an odd power of \(\varepsilon\) gives twice the integral over positive energies. From the integrals (13),

\[
\int d\varepsilon\,\varepsilon^3(f_L-f)=\frac{7\pi^4}{60}(T_L^4-T^4),\qquad
\int d\varepsilon\,\varepsilon(f_L-f)=\frac{\pi^2}{6}(T_L^2-T^2).
\]

Hence

\[
J_{LR}=A_{LR}\left[\frac{7\pi^4}{120}(T_L^4-T^4)+\frac{\pi^4}{12}T^2(T_L^2-T^2)\right].
\tag{22}
\]

This holds for a finite temperature difference as well, provided that both temperatures stay far below \(E_\pm\). Its derivative at \(T_L=T\) is

\[
\kappa_{LR}=A_{LR}T^3\pi^4\left(\frac7{30}+\frac16\right)=\frac{2\pi^4}{5}A_{LR}T^3 .
\tag{23}
\]

Dividing by \(GT\) from (20),

\[
\frac{\kappa_{LR}}{GT}=\frac{2\pi^4/5}{2\pi^2/3}=\frac{3\pi^2}{5}=\frac95\cdot\frac{\pi^2}{3}.
\tag{24}
\]

This is the factor 9/5. Its origin can be read from the linear response. A small warming changes the distribution by \(\delta f_L=(-f')(\varepsilon/T)\,\delta T\). The ratio (24) is therefore the average of \((\varepsilon/T)^2\) over the energies that carry the conductance. For a conductor whose transmission does not depend on energy, the weight is \(-f'\) and the average is \(\pi^2/3\), the Wiedemann-Franz value. In cotunnelling the weight has the further factor \(\varepsilon^2+\pi^2T^2\). An electron further from the chemical potential has more ways to share its energy with the island, so the conducting electrons carry more heat on average.

## 11. Heat carried without charge

Now let both hops cross junction \(L\). An electron leaves the lead at \(\varepsilon_1\), and another returns to it at \(\varepsilon_4\). The lead loses \(\omega=\varepsilon_1-\varepsilon_4\), and the island gains the same energy. The lead's two occupation factors give \(\omega n_L(\omega)\), where \(n_L\) is the Bose function at \(T_L\). The island's two factors give \(\omega[1+n(\omega)]\). The heat current is

\[
J_{LL}=A_{LL}\int_{-\infty}^{\infty}d\omega\;\omega^3\,n_L(\omega)[1+n(\omega)].
\tag{25}
\]

Fold the negative half-line onto the positive one. Under \(\omega\to-\omega\), the cube changes sign, \(n_L\) becomes \(-(1+n_L)\), and \(1+n\) becomes \(-n\). The folded term is \(-\omega^3(1+n_L)n\), and the products \(n_Ln\) cancel in the sum:

\[
J_{LL}=A_{LL}\int_0^\infty d\omega\,\omega^3(n_L-n)=\frac{\pi^4}{15}A_{LL}(T_L^4-T^4).
\tag{26}
\]

The temperature dependence is that of black-body radiation, although no photons are involved. The energy passes between electron-hole pairs on the two sides of the junction, and these pairs have a Bose weight. One power of \(\omega\) in (25) comes from the pairs in the lead, one from the pairs in the island, and one from the energy carried.

The slope at \(T_L=T\) is

\[
\kappa_{LL}=\frac{4\pi^4}{15}A_{LL}T^3 .
\tag{27}
\]

These events transfer no net electron and leave \(G\) unchanged. With \(A_{LL}/A_{LR}=G_L/G_R\),

\[
\frac{\kappa_{LL}}{GT}=\frac{4\pi^4/15}{2\pi^2/3}\,\frac{G_L}{G_R}
=\frac{2\pi^2}{5}\,\frac{G_L}{G_R}=\frac65\cdot\frac{\pi^2}{3}\cdot\frac{G_L}{G_R}.
\tag{28}
\]

Adding (24) and (28) gives the result (1):

\[
\boxed{\;\frac{L_{\rm hot}}{L_0}=\frac95+\frac65\,\frac{G_L}{G_R}\;}
\tag{29}
\]

The charging costs have cancelled, because both kinds of event contain the same \(S^2\). At this order the ratio depends neither on the gate setting within the blockade nor on the temperature.

Direct sums over all four Fermi functions, with \(T=1\) and small differences of temperature and potential, reproduce the slopes in (19), (23) and (27) to about one part in a million. The values are in the numerical output.

## 12. Limits, and the path of the heat

For \(G_L/G_R=0.01\) the ratio is \(1.812\,L_0\), and for 0.1 it is \(1.92\,L_0\). With the island held at \(T\), the value 9/5 is thus approached when the warm lead is attached much more weakly than the other one. Equal junctions give \(3\,L_0\). For \(G_L\gg G_R\) the ratio grows without bound within the model: the warm lead exchanges heat freely with the island, while the other junction throttles the charge current.

It is instructive to ask where the heat of the lead-to-lead events goes. In an event from \(L\) to \(R\), the island absorbs \(\omega\) with the lead factors \(f_L(\varepsilon)[1-f(\varepsilon-\omega)]\). In an event from \(R\) to \(L\), the factors are \(f(\varepsilon)[1-f_L(\varepsilon-\omega)]\). To first order in \(\delta T\), the changes of these two products add up to the change of \(f_L(\varepsilon)[1-f_L(\varepsilon-\omega)]\), in which both factors are warm. But that is the same-lead problem just solved. Lead-to-lead events therefore heat the island at the rate

\[
\frac{4\pi^4}{15}A_{LR}T^3\,\delta T .
\]

Compared with (23), this is the fraction \((4/15)/(2/5)=2/3\). The remaining third reaches lead \(R\). The Lorenz ratio can accordingly be written as

\[
\frac{L_{\rm hot}}{L_0}=\underbrace{\frac35}_{\text{into }R}+\underbrace{\frac65\left(1+\frac{G_L}{G_R}\right)}_{\text{into the island}} .
\tag{30}
\]

An observer who recorded only the heat arriving in \(R\) would find \(3/5\,L_0\), less than the Wiedemann-Franz value. A statement about the Lorenz ratio of this device has to say at which terminal the heat is counted and which temperatures are held fixed.

The opposite boundary condition shows how much this matters. Let the island keep a Fermi distribution but lose no heat to phonons, so that its temperature adjusts until it receives no net heat. In linear response the heat links between the three bodies are reciprocal. In units of \(L_0GT\), (30) gives \(3/5\) between the leads, \(a=\frac65(1+G_L/G_R)\) between \(L\) and the island, and by symmetry \(b=\frac65(1+G_R/G_L)\) between the island and \(R\). The island then warms by \(a/(a+b)=G_L/(G_L+G_R)\) of \(\delta T\). Since \((1+G_L/G_R)(1+G_R/G_L)=2+G_L/G_R+G_R/G_L\), the two links in series give \(ab/(a+b)=6/5\). The total is \(3/5+6/5=9/5\) for any \(G_L/G_R\). The two-terminal Lorenz ratio of a thermally floating island is therefore \(9/5\,L_0\) at this order, and the excess in (29) is the extra heat drawn by holding the island cold.

## 13. The example in numbers

Take the lead behind the 100 kΩ junction as the warm one. Then \(G_L/G_R=0.5\) and \(L_{\rm hot}/L_0=1.8+0.6=2.4\). The two heat conductances follow from \(G=1.022\times10^{-9}\) S and \(T=0.10\) K:

\[
\kappa_{LR}=1.8\,L_0GT=4.49\times10^{-18}\ \mathrm{W/K},\qquad
\kappa_{LL}=0.6\,L_0GT=1.50\times10^{-18}\ \mathrm{W/K}.
\]

The total is \(5.99\times10^{-18}\) W/K, or about 37 eV per second and kelvin.

If the other lead is warmed instead, \(\kappa_{LR}\) stays the same. The same-lead part is proportional to the square of the conductance of the warm junction, so it becomes four times larger. The ratio is then \(1.8+1.2\times2=4.2\). This is the difference noted at the start.

For a lead at 0.11 K, the full expressions (22) and (26) are needed. With \(T_L/T=1.1\), we have \((T_L/T)^4-1=0.4641\) and \((T_L/T)^2-1=0.21\). In units of \(\pi^4A_{LR}T^4\), the heat current is

\[
\frac{7}{120}(0.4641)+\frac{0.21}{12}+0.5\,\frac{0.4641}{15}=0.0600 .
\]

The linear estimate in the same units is \((2/5+0.5\times4/15)\times0.1=0.0533\). The power, \(6.7\times10^{-20}\) W, is thus about 13% above the linear estimate. A measurement of the linear coefficient needs a smaller temperature step, or a fit to the full expressions.

## 14. Corrections within the device

**Energy dependence of the amplitude.** At the symmetric gate point, (4) contains \(1/(E-x)+1/(E+x)=2E/(E^2-x^2)\). Its square is \((4/E^2)(1+2x^2/E^2+\dots)\). The average of \(x^2\) follows from a second way of writing the conductance. A small \(V\) makes forward events more frequent than backward ones by the factor \(e^{V/T}\), so \(G\) is the equilibrium rate of forward events divided by \(T\). Sorting these by the energy \(x\) lost at junction \(L\) and gained at junction \(R\),

\[
G=\frac{A_{LR}}T\int_{-\infty}^{\infty}dx\,x^2n(x)[1+n(x)].
\]

Since \(n(1+n)=-T\,dn/dx\), integration by parts gives \(2\pi^2T^3/3\) for the integral, in agreement with (19). With \(x^4\) in place of \(x^2\) it gives \(8\pi^4T^5/15\). The mean of \(x^2\) is therefore \(4\pi^2T^2/5\), and

\[
\frac{\delta G}{G}=\frac{8\pi^2}{5}\left(\frac TE\right)^2=15.8\times(0.01723)^2=0.0047 .
\]

The heat conductance grows by about 0.9%, twice as much as the conductance. Numerical summation with the same correction moves the Lorenz ratio from 2.400 to 2.411.

**Elastic cotunnelling.** The same electron can pass through the island by way of one orbital, leaving no pair behind. Let \(\delta\) be the island level spacing per spin. Assume that the amplitudes through different island levels have independent random signs, so that their squares add on average. This requires that an electron can explore the whole island within the virtual time \(\hbar/E_\pm\). In an island as long as the one below this fails: for a diffusion constant of 20 to 200 cm²/s, \(\hbar D/\ell^2\) with \(\ell=1000\) nm is only 0.003 to 0.03 of the charging energy. With the junctions at opposite ends, the estimate that follows is then too high, at 0.10 K by a factor of about ten to several hundred. For constant spacing, the sum of squared energy denominators is \(\delta^{-1}(1/E_++1/E_-)=S/\delta\). Each spin has half of each \(w_i\), and \(w_i\) contains one factor \(1/\delta\) from the island. The two spins together give

\[
G_{\rm el}=2\cdot2\pi\,\frac{w_L}{2}\,\frac{w_R}{2}\,\delta^2\,\frac S\delta=\frac{G_LG_R\,\delta S}{4\pi},
\qquad
\frac{G_{\rm el}}{G}=\frac{3\,\delta}{4\pi^2ST^2}.
\]

An island of 1000 × 100 × 30 nm with 100 conduction electrons per nm³ has \(\delta=3.5\times10^{-8}\) eV in the free-electron estimate, and the ratio is 0.009. To leading order this channel has an energy-independent transmission and contributes heat at the rate \(L_0G_{\rm el}T\). Taken at face value, it lowers the Lorenz ratio to about \((2.4+0.009)/1.009=2.39\); for the long island with junctions at its ends the shift is smaller. In this estimate the ratio \(G_{\rm el}/G\) grows as \(1/T^2\) on cooling, so the inelastic result fails at low enough temperature.

**Sequential tunnelling.** Real charging of the island requires an energy of \(58\,kT\) here. An estimate that holds the island occupation fixed, and so errs on the high side, gives a heat conductance \(10^{-17}\) times the cotunnelling one. This contribution is activated. For the junctions of the example, its heat conductance equals the cotunnelling one near 0.6 K, about a tenth of \(E/k\).

**Stronger tunnelling.** The couplings \(\alpha_i\) are 0.0065 and 0.013. Higher orders are expected to be small in these parameters, possibly enhanced by logarithms of \(E/T\). They have not been calculated here. Since \(\ln(E/kT)\approx4\), a term of order \(\alpha_i\ln(E/kT)\) could reach about 5%, so for a real device even the second digit of the Lorenz ratio is uncertain.

## 15. Beside a real device

The numbers describe a normal-metal single-electron transistor with oxide junctions in a dilution refrigerator. They are round values, only roughly typical. The total capacitance of \(1.6\times10^{-16}\) F requires very small junctions, because it also includes the island's own capacitance to its surroundings. For an island of this size on bulk silicon, that part alone could be half the total or more. A resistance of 50 kΩ is towards the low end of what the weak-tunnelling treatment allows. If the electrodes are superconducting at the working temperature, the constant density of states is lost and the result does not apply.

The assumption of a cold island is well met in this example. The island receives \(1.2\times1.5=1.8\) of the total 2.4, or \(4.5\times10^{-18}\) W/K. With a rough electron-phonon coupling of \(2\times10^9\ \mathrm{W\,m^{-3}K^{-5}}\), its electrons lose heat to phonons at \(3.0\times10^{-15}\) W/K. The island therefore warms by about 0.0015 of the warming of the lead.

The same comparison shows what a real experiment would not respect: the warm lead is not isolated from its own phonons. A lead of the island's volume and coupling would lose about 500 times more heat to phonons than by cotunnelling. If all that heat were counted as electronic transport, the apparent Lorenz ratio would be about \(1200\,L_0\). The cotunnelling part would have to be separated, for instance through its dependence on the gate voltage, with the lead temperatures held fixed. The signal is small: moving the gate from the symmetric point to \(E_+=0.6E\), \(E_-=1.4E\) changes the cotunnelling heat by only about 0.08% of the phonon loss. Heat carried by voltage noise is much less troublesome if the electrodes have a low resistance. For electrodes of 10 Ω coupled through half the total capacitance, it is estimated at \(5.5\times10^{-5}\) of the cotunnelling heat. It grows as the square of the electrode resistance, and at 1 kΩ it would be about half the cotunnelling heat.

## Values computed for the example and the checks

```
TESTED COEFFICIENTS (direct four-Fermi sums, T = 1)
charge slope / (2 pi^2/3)              1.000000
lead-to-lead heat slope / (2 pi^4/5)   1.000001
same-lead heat slope / (4 pi^4/15)     1.000001
Lorenz ratio, lead-to-lead events only 1.8000 L_0
share of that heat reaching lead R     0.3333
full Lorenz ratio at G_L/G_R = 0.01     1.8120 L_0
full Lorenz ratio at G_L/G_R = 0.1      1.9200 L_0
full Lorenz ratio at G_L/G_R = 0.5      2.4000 L_0
full Lorenz ratio at G_L/G_R = 1.0      3.0000 L_0
full Lorenz ratio at G_L/G_R = 2.0      4.2000 L_0
EXAMPLE INPUTS (rough typical values)
charging energy                        5.0e-04 eV
base temperature                       0.10 K
hot-lead temperature for the power     0.11 K
junction resistance, heated side       1.0e+05 ohm
junction resistance, other side        5.0e+04 ohm
island size                            1000 x 100 x 30 nm
conduction-electron density            100 nm^-3
electron-phonon coupling               2.0e+09 W m^-3 K^-5
electrode resistance                   10 ohm
EXAMPLE RESULTS
thermal energy kT                      8.617e-06 eV
kT / charging energy                   0.01723
total island capacitance               1.602e-16 F
L_0                                    2.4430e-08 W ohm K^-2
cotunnelling conductance               1.022e-09 S
heat conductance, lead-to-lead         4.495e-18 W/K
heat conductance, same-lead            1.498e-18 W/K
heat conductance, total                5.994e-18 W/K
the same total                         3.741e+01 eV/(s K)
Lorenz ratio, this lead heated         2.4000 L_0
Lorenz ratio, other lead heated        4.2000 L_0
power leaving the hot lead             6.748e-20 W
power / linear estimate                1.1258
NEGLECTED EFFECTS
finite kT/E: relative shift of G       0.00469
finite kT/E: Lorenz ratio becomes      2.4108 L_0
island level spacing per spin          3.49e-08 eV
elastic / inelastic conductance        8.93e-03
sequential / cotunnelling heat         1.0e-17
h G/(4 pi^2 e^2), heated junction       0.0065
h G/(4 pi^2 e^2), other  junction       0.0131
island phonon heat conductance         3.00e-15 W/K
island warming / lead warming          1.50e-03
circuit-noise / cotunnelling heat      5.5e-05
```
